# Noise of a Weight Stored in Base-b Slices: Variance and Floor, part 2

A weight is stored as $n$ base-$b$ digits, one memory device per digit:

$$W=\sum_{k=0}^{n-1}b^k d_k,\qquad d_k\in\{0,1,\ldots,b-1\},\qquad b\ge2 .$$

Slice $k=n-1$ is the top slice. Full scale is $M_n=b^n-1$. Each device has a conductance window $D$ and level spacing $\Delta=D/(b-1)$, both in µS. Its conductance error $\delta G_k$ has zero mean and standard deviation $\sigma_G$, and errors of different devices are uncorrelated. With $s=\sigma_G/D$, the digit error $\varepsilon_k=\delta G_k/\Delta$ has standard deviation $\sigma_d=(b-1)s$. Readout is linear, without rounding of digits, and gives the weight error $\delta W=\sum_k b^k\varepsilon_k$. Angle brackets average over device errors.

Direct summation gave the variance and the rms error relative to full scale, $r_n$:

$$\boxed{\operatorname{Var}W=\left(\frac{\sigma_G}{\Delta}\right)^2\frac{b^{2n}-1}{b^2-1}}$$

$$\boxed{r_n=sF_n,\qquad F_n^2=\frac{b-1}{b+1}\,\frac{b^n+1}{b^n-1}}.$$

For many slices $r_n$ falls to the floor $s\sqrt{(b-1)/(b+1)}$. The effective number of averaged devices is $1/F_n^2$; $n$ equal analogue copies would give $s/\sqrt n$. Rounding a uniformly distributed continuous target to an integer weight adds, in quadrature, the quantisation error

$$q_n=\frac{1}{\sqrt{12}\,(b^n-1)} .$$

The second derivation appends a new least significant digit $d'$, with digit error $\varepsilon'$, to a weight with error $E_n$:

$$E_{n+1}=bE_n+\varepsilon' .$$

With $e_n=E_n/M_n$ and the new device's relative conductance error $\eta=\delta G'/D$, this becomes $e_{n+1}=p_ne_n+(1-p_n)\eta$, where

$$p_n=\frac{bM_n}{M_{n+1}},\qquad 1-p_n=\frac{b-1}{M_{n+1}} .$$

The example, with rough values for Ge-Sb-Te phase-change cells, has $b=4$, levels from 1 to 25 µS, $D=24$ µS, $\Delta=8$ µS, $\sigma_G=0.8$ µS, $s=3.33\,\%$ and $\sigma_d=0.1$. Four slices have full scale 255 and error 2.59 %; the floor is 2.58 %.

**Solution.** It is easiest to solve for the variance $V_n=\langle E_n^2\rangle$, for which the error recursion gives

$$V_{n+1}=b^2V_n+\sigma_d^2,\qquad V_0=0 .$$

The value $V_0=0$ describes an empty weight with no device. Look for a constant $c$ that turns the rule into pure multiplication:

$$V_{n+1}+c=b^2(V_n+c).$$

Comparison of the two forms requires $b^2c-c=\sigma_d^2$, hence $c=\sigma_d^2/(b^2-1)$. Each step multiplies $V_n+c$ by $b^2$, starting from $c$. After $n$ steps it equals $b^{2n}c$, and

$$V_n=(b^{2n}-1)c=\sigma_d^2\frac{b^{2n}-1}{b^2-1}.$$

This is the recombined variance found before. Division by $M_n^2$, with $\sigma_d=(b-1)s$, gives

$$F_n^2=\frac{(b-1)^2(b^{2n}-1)}{(b^2-1)(b^n-1)^2}
=\frac{b-1}{b+1}\,\frac{b^n+1}{b^n-1}.$$

**Why the error stops falling.** Follow the relative error of the first device through the recursion. Each later slice multiplies its contribution by $p_m$. In the product, all intermediate full scales cancel:

$$\prod_{m=1}^{n-1}p_m=\frac{b^{n-1}M_1}{M_n}
=\frac{(b-1)b^{n-1}}{b^n-1}\;\longrightarrow\;1-\frac1b .$$

The first device is never diluted below the fraction $1-1/b$ of its original relative error. For equal copies the mean instead obeys

$$e_{n+1}=\frac{n}{n+1}e_n+\frac{1}{n+1}\eta .$$

The corresponding product is $(1/2)(2/3)\cdots((n-1)/n)=1/n$, which tends to zero. Averaging gradually forgets the first device, whereas slicing retains it.

The floor consequently depends on that first device. Let its error variance be $v$ times that of the others. In the limit of many slices its contribution to $F^2$ is $v(1-1/b)^2$. The contribution of all others is the equal-noise limit minus the top-slice part:

$$\frac{b-1}{b+1}-\frac{(b-1)^2}{b^2}
=\frac{(b-1)\left[b^2-(b^2-1)\right]}{b^2(b+1)}
=\frac{b-1}{b^2(b+1)} .$$

Even a perfect top device, $v=0$, leaves a floor. It is smaller than the original one by the factor $b$, because the second slice now plays the part of the first. In the example of base 4 and $s=3.33\,\%$, it would be $2.58\,\%/4=0.65\,\%$.

**What the two derivations assume.** Both use linear readout, correct multiplication factors, a correctly subtracted lowest level, and zero-mean errors of equal variance. Neither requires a Gaussian distribution. They differ in their demands on correlations and on the slice factors.

The direct sum assumed that every pair of device errors is uncorrelated. The recursion asks for less: each new error must be uncorrelated with the accumulated error $E_n$, which is one particular combination of the earlier ones. Individual correlations could exist and cancel in that combination. The final variance for a given $n$ needs still less, namely only that the weighted sum of covariances $\sum_{j\ne k}b^{j+k}\langle\varepsilon_j\varepsilon_k\rangle$ vanish. On the other hand, the solution of the recursion uses a constant ratio $b$ between neighbouring slices, while the direct sum accepts any set of factors and any covariance.

The direct sum therefore handles correlated slices easily. Let every pair in one weight have the correlation coefficient $\rho$. Then

$$\operatorname{Var}W=\sigma_d^2\left[(1-\rho)\sum_kb^{2k}
+\rho\left(\sum_kb^k\right)^2\right].$$

The square of the second sum contains the diagonal terms as well, which is why the first sum carries $1-\rho$. Division by full scale squared gives

$$r_n^2=s^2\left[(1-\rho)F_n^2+\rho\right].$$

A positive $\rho$ raises the floor, because a shared error is not averaged. For four slices and $\rho=0.1$, the example's error rises from 2.59 % to 2.68 %.

The recursion, in turn, shows how deliberate correlation can defeat the floor. Suppose that $E_n$ has been measured accurately and that the new device is set to $d'-bE_n$ instead of $d'$. Then

$$E_{n+1}=bE_n-bE_n+\varepsilon'=\varepsilon' .$$

If this setting can be realised, the remaining relative error is $(b-1)s/M_{n+1}$, which vanishes for many slices. This requires stable errors, a target that fits inside the new device's window, and levels that can be set between the integers. The digits defined above do not always meet the second condition: if $d'=0$ and $E_n$ is positive, the required setting lies below the lowest level. The correction must be applied at every slice. After three uncompensated slices of the example, $bE_n$ has an rms value of $4\times0.1\times\sqrt{273}=6.6$ digits, about twice the whole digit range. Even with correction at every step its rms size is $b\sigma_G=3.2$ µS, so spare range beyond the digits $0$ to $b-1$ is needed, and it is costly. A margin $m$ at each end of the window reduces the spacing to $(D-2m)/(b-1)$. A margin of three standard deviations, 9.6 µS, leaves a spacing of 1.6 µS, and four slices then have an error of 0.20 % instead of 0.039 %. With Gaussian errors the lower slices together cannot cancel an arbitrarily large error of the top slice, so a smaller floor remains. For random digits in the example it is about 0.6 % without margin and about 0.06 % with a margin of 6.4 µS. The method thus lowers the floor due to programming errors considerably but does not remove it in a finite window. It cannot compensate read noise that differs at the next reading, and for such noise the floor remains.

**Rounding and whole columns.** The floor also disappears if each digit is recovered without error before recombination. With Gaussian noise, an inner digit is rounded wrongly when its conductance error exceeds $\Delta/2$ in either direction. The probability is

$$P_1=\operatorname{erfc}\left(\frac{\Delta}{2\sqrt2\,\sigma_G}\right).$$

In the example half a spacing is 4 µS, or five standard deviations, and $P_1=5.7\times10^{-7}$. Before any drift, and if the errors remain Gaussian out to such rare events, a device read alone can thus be treated as digital, and slices then provide nearly error-free digits. The rare wrong digits still leave an rms error of about 0.017 % of full scale, which hardly changes with the number of slices.

Analogue computation adds many devices before any decision is taken. For inputs $x_i$, a column of $N$ weights has the error $\sum_i x_i\delta W_i$. If the weights have independent errors, its variance is $\operatorname{Var}W\sum_i x_i^2$. With all inputs equal to one, the standard deviation is $\sqrt N\,\sigma_W$, where $\sigma_W=\sqrt{\operatorname{Var}W}$. The column's full scale is $NM_n$, so

$$r_{\rm column}=\frac{\sqrt N\,\sigma_W}{NM_n}=\frac{r_n}{\sqrt N}.$$

For 64 rows and four slices this gives $2.59\,\%/8=0.324\,\%$ of column full scale. A simulation of 20 000 such columns, with random digits and Gaussian device errors, gave 0.326 %. More rows reduce the noise relative to the column's full scale, which grows as $N$. The spread of the column sum over random weights grows only as $\sqrt N$, like the noise, so relative to that spread nothing is gained: the ratio is about 9 % in the example for any $N$. The dependence on the number of slices is still that of $F_n$.

Rounding is far less reliable for the column. The noise of one slice sum is $0.8\times\sqrt{64}=6.4$ µS, while the distance to the rounding boundary is still 4 µS. The failure probability becomes

$$P_N=\operatorname{erfc}\left(\frac{\Delta}{2\sqrt2\,\sigma_G\sqrt N}\right)=0.532 .$$

The same simulation gave 0.531. More than half of the slice sums are assigned to a wrong integer. Reading only a few rows at a time makes rounding useful again: the same formula gives a failure probability of 1.2 % for four rows and 0.04 % for two. Most of the parallel operation is then given up.

**The model beside real phase-change cells.** The window, noise and spacing above are rough values for Ge-Sb-Te cells, and the assumption of equal noise at all levels is a simplification. If the bottom level had an error of 0.2 µS and the other three 0.8 µS, the mean variance over equally frequent digits would be $(0.04+3\times0.64)/4=0.49$ µS². The effective device error would be 0.7 µS, and the four-slice error 2.27 % instead of 2.59 %. The assumption of stable conductances is more seriously violated. With a rough drift law $G\propto t^{-\nu}$, a mean $\nu$ of 0.05 and a device-to-device spread of 0.01, the conductance falls by 18.5 % between 60 and 3600 s. After correction of this common loss, a random error of 0.70 µS remains at the 17 µS level. If the original 0.8 µS is a programming error, it shrinks with the conductance and is restored by the same correction. The two errors then combine in quadrature to 1.06 µS at that level. Read noise added after the drift would instead be enlarged by the correction. Real drift also depends on the level, so a single gain correction is incomplete.

Temperature and wiring cause errors of a different kind. For an assumed activation energy of 0.05 eV, warming from 300 to 310 K raises the conductance by 6.4 %. If all levels and the subtracted reference change by this factor, every digit and hence the whole weight is multiplied by it. Slicing leaves such an error unchanged, but a common gain correction removes it. States rich in amorphous material can respond much more strongly: an activation energy of 0.2 eV would give a rise of 28 % for the same warming. One gain then does not suffice.

A bit-line resistance of 1 ohm per cell, with all 64 cells at the top level, reduces the signal by 3.5 % of column full scale. This is about ten times the random column error. When every slice has this pattern, each loses the same fraction, and so does their sum. For other patterns the loss depends on the data.

Two further effects are smaller here. An 8-bit converter spanning the column's maximum conductance adds about 1.8 µS rms of rounding error per slice. In quadrature with 6.4 µS this gives 6.65 µS, an increase of 4 %. Gaussian errors would also make some bottom-level conductances negative. Setting these to zero shifts the mean of that level by 0.04 µS, or 0.17 % of the window. This shift is systematic and does not average down over the rows.

For these parameters, the derived floor is thus a limit set by independent device noise and not a complete error budget. The numerical output lists the individual contributions.

## Values computed for the example and the checks

```
lowest, highest level: 1.0, 25.0 uS
window: 24.0 uS; level spacing: 8.0 uS
device error: 0.80 uS = 3.333 % of window
base: 4; digit error: 0.100 digit units
slices | F | noise % | quantisation % | total % of full scale
1 | 1.00000 | 3.3333 | 9.6225 | 10.1835
2 | 0.82462 | 2.7487 | 1.9245 | 3.3555
3 | 0.78680 | 2.6227 | 0.4582 | 2.6624
4 | 0.77763 | 2.5921 | 0.1132 | 2.5946
5 | 0.77535 | 2.5845 | 0.0282 | 2.5847
6 | 0.77479 | 2.5826 | 0.0070 | 2.5826
noise floor, base 4: 2.5820 %
4 slices: full scale 255 weight units
4 slices: variance 43.690 weight units squared
4 slices: rms error 6.610 weight units
4 slices: top-slice variance share 93.751 %
4 slices: effective averaged devices 1.6537
4 equal analogue copies: error 1.6667 %
base 2: floor factor 0.5774; floor 1.925 %; effective devices 3.0000
base 4: floor factor 0.7746; floor 2.582 %; effective devices 1.6667
base 8: floor factor 0.8819; floor 2.940 %; effective devices 1.2857
base 16: floor factor 0.9393; floor 3.131 %; effective devices 1.1333
column: 64 rows; error formula 0.3240 %
column: error simulated 0.3260 % of column full scale
rounding failure, one device, inner digit: 5.73e-07
rounding failure, column slice: 0.5320
rounding failure, column slice, simulated: 0.5312
drift exponent: 0.05, spread 0.01
drift times: 60 to 3600 s
drift: common loss 18.51 %
drift: random part at 17 uS after gain correction 0.696 uS
temperature: 300 to 310 K, activation 0.05 eV
temperature: conductance rise 6.44 %
bit line: 1.0 ohm per cell, all cells at top level
bit line: loss 3.49 % of column full scale
converter: 8 bits, rms rounding 1.811 uS
column slice: device noise 6.400 uS
clipping at zero: bottom-level mean shift 0.0405 uS
bottom-level error 0.2 uS instead: weight error 2.2681 %
slice correlation 0.1: weight error 2.6755 %
```
